# Bending of a free plate with a temperature drop through its thickness

**The plate.** A flat plate of thickness $h$ is homogeneous, isotropic and linearly elastic, with Young's modulus $E>0$, Poisson's ratio $-1<\nu<1/2$ and a constant expansion coefficient $\alpha$. At a uniform reference temperature it is flat and free of stress. No forces act on its faces or edges, weight is neglected, and the supports do no more than prevent rigid motion.

The coordinate $z$ runs from the mid-plane towards the hotter face, with $x$ and $y$ in the mid-plane. The temperature excess over the reference is

$$\theta(z)=\theta_0+\Delta T\,\frac{z}{h},\qquad -\frac h2\le z\le\frac h2 ,$$

so the hot face is warmer than the cold face by $\Delta T>0$. Tensile stress is positive. Parts (a) to (e) use small-displacement elasticity, in which the strain is

$$\varepsilon_{ij}=\tfrac12(\partial_j u_i+\partial_i u_j)$$

for a displacement $u_i$. Part (f) examines the limit of that theory. Repeated indices are summed unless particular components are named.

## (a) What strain must the plate have if it is to be free of stress?

**Answer.** An unloaded element at temperature excess $\theta$ expands equally in all directions by the strain $\alpha\theta$. Stress arises from the rest of the strain, the elastic part

$$e_{ij}=\varepsilon_{ij}-\alpha\theta\,\delta_{ij}.$$

Hooke's law for an isotropic solid is

$$\sigma_{ij}=\lambda\,e_{kk}\,\delta_{ij}+2\mu\,e_{ij},\qquad \lambda=\frac{E\nu}{(1+\nu)(1-2\nu)},\quad \mu=\frac{E}{2(1+\nu)} .$$

Set $\sigma_{ij}=0$ and take the trace. Since $\delta_{kk}=3$, this gives $(3\lambda+2\mu)e_{kk}=0$. The factor $3\lambda+2\mu=E/(1-2\nu)$ is positive, so $e_{kk}=0$. Hooke's law then reduces to $2\mu e_{ij}=0$, and $\mu>0$ gives $e_{ij}=0$. A stress-free plate must therefore have

$$\varepsilon_{ij}=\alpha\theta\,\delta_{ij}. \tag{1}$$

The three normal strains equal $\alpha\theta$ and the shear strains vanish. It remains to be seen whether a continuous displacement can produce this strain throughout the plate.

## (b) Find such a displacement, and from it the shape of the plate.

**Answer.** Write $g=\Delta T/h$ for the temperature gradient. The normal components of (1) are

$$\partial_xu_x=\partial_yu_y=\partial_zu_z=\alpha(\theta_0+gz).$$

Integrating each along its own direction gives

$$u_x=\alpha(\theta_0+gz)x+p(y,z),\qquad u_y=\alpha(\theta_0+gz)y+q(x,z),$$
$$u_z=\alpha\theta_0z+\tfrac12\alpha g z^2+f(x,y),$$

where $p$, $q$ and $f$ are not yet known. The shear strains must vanish:

$$\partial_yp+\partial_xq=0,\qquad \alpha gx+\partial_zp+\partial_xf=0,\qquad \alpha gy+\partial_zq+\partial_yf=0 .$$

One solution is enough here, because part (c) shows that any other differs from it by a rigid motion. Take $p=q=0$. The first condition then holds, and the other two become $\partial_xf=-\alpha gx$ and $\partial_yf=-\alpha gy$. Hence $f=-\tfrac12\alpha g(x^2+y^2)$, with the additive constant set to zero to fix the height of the plate. With $\kappa=\alpha g$,

$$u_x=\alpha\theta_0x+\kappa xz,\qquad u_y=\alpha\theta_0y+\kappa yz,$$
$$u_z=\alpha\theta_0z+\tfrac12\kappa\,(z^2-x^2-y^2). \tag{2}$$

This displacement has the strain (1) everywhere, so the stress is zero everywhere. The conditions of no load on the faces and edges are met as well.

The mid-plane, $z=0$, is displaced by

$$w(x,y)=-\tfrac12\kappa(x^2+y^2).$$

For small slopes the curvature along $x$ is $-\partial_x^2w=\kappa$, counted positive when the plate is convex towards $+z$. Along $y$ it is the same, and $\partial_x\partial_yw=0$. The plate therefore becomes a shallow spherical cap, convex towards its hot face, with

$$\boxed{\;\kappa=\frac{\alpha\,\Delta T}{h}\;}$$

and bending radius $1/\kappa=h/(\alpha\Delta T)$.

The lengths of the two faces give the same result. Let a strip of original length $L$ bend through an angle $\varphi$, with mid-plane radius $R$. Its hot and cold faces have lengths

$$(R\pm\tfrac h2)\varphi=L\left[1+\alpha(\theta_0\pm\tfrac12\Delta T)\right].$$

Subtracting the lower sign from the upper gives $h\varphi=L\alpha\Delta T$. Adding them gives $R\varphi=L(1+\alpha\theta_0)$. Therefore

$$\frac1R=\frac{\alpha\Delta T}{h\,(1+\alpha\theta_0)}\approx\frac{\alpha\Delta T}{h},$$

since $\alpha\theta_0\ll1$. The thermal change of the thickness $h$, left out here, alters the curvature by a relative amount of the same small order. To first order the mean temperature changes the size of the plate but not its curvature. The elastic constants do not appear because nothing is elastically strained. If $\Delta T\to0$ the plate stays flat, whatever its mean temperature.

## (c) Could the same plate, at the same temperatures, settle into a different, stressed state?

**Answer.** Not within linear elasticity. Suppose two displacements both satisfy equilibrium, $\partial_j\sigma_{ij}=0$, and the free-surface condition $\sigma_{ij}n_j=0$, where $n_j$ is the outward normal. Let $v_i$ be their difference, with strain $d_{ij}$ and stress $s_{ij}$. The thermal strain is the same in both and cancels, so $s_{ij}=\lambda d_{kk}\delta_{ij}+2\mu d_{ij}$.

Because $s_{ij}$ is symmetric, $s_{ij}d_{ij}=s_{ij}\partial_jv_i$. Integration by parts gives

$$\int s_{ij}d_{ij}\,dV=\oint s_{ij}n_jv_i\,dS-\int v_i\,\partial_js_{ij}\,dV=0 ,$$

where the surface term vanishes because there are no loads and the volume term because of equilibrium. To see the sign of the integrand, split off the part of the strain without trace, $d'_{ij}=d_{ij}-\tfrac13d_{kk}\delta_{ij}$. Then

$$s_{ij}d_{ij}=\left(\lambda+\tfrac23\mu\right)(d_{kk})^2+2\mu\,d'_{ij}d'_{ij}.$$

Both coefficients are positive, so the integral can vanish only if $d_{ij}=0$ everywhere.

A displacement without strain is a rigid motion. This follows from an identity that is checked by inserting the definition of strain:

$$\partial_j\partial_kv_i=\partial_kd_{ij}+\partial_jd_{ik}-\partial_id_{jk}. \tag{3}$$

With $d_{ij}=0$ all second derivatives of $v_i$ vanish, so $v_i$ is linear in the coordinates. Its gradient is antisymmetric, which describes a small rotation, and its constant part is a translation. Neither changes the curvature, so the state found in (b) is the only one.

A numerical minimization of the elastic energy agrees with this. It used a free block with sides $2.0h$, $1.6h$ and $1.0h$, the parameters of part (g), and general polynomial displacements up to fourth degree. The curvature came out as $0.100000\ \mathrm{m^{-1}}$ in both directions. The largest sampled stress was about $7\times10^{-15}$ of the held-flat stress defined in (e), which is rounding error.

## (d) Which temperature fields leave a free body of this material without stress?

**Answer.** Condition (1) must hold for some displacement. Put $\epsilon=\alpha\theta$ and $\varepsilon_{ij}=\epsilon\,\delta_{ij}$ in identity (3):

$$\partial_j\partial_ku_i=\delta_{ij}\partial_k\epsilon+\delta_{ik}\partial_j\epsilon-\delta_{jk}\partial_i\epsilon .$$

Differentiate with respect to coordinate $l$. The left side, $\partial_j\partial_k\partial_lu_i$, does not change when $k$ and $l$ are exchanged, so the right side must not change either. The term $\delta_{ij}\partial_k\partial_l\epsilon$ is already symmetric and drops out, leaving

$$\delta_{ik}\partial_j\partial_l\epsilon-\delta_{jk}\partial_i\partial_l\epsilon
=\delta_{il}\partial_j\partial_k\epsilon-\delta_{jl}\partial_i\partial_k\epsilon .$$

Two choices of indices suffice:

- With $i=k=x$ and $j=l=y$, the result is $\partial_y^2\epsilon=-\partial_x^2\epsilon$. The other pairs of axes give $\partial_y^2\epsilon=-\partial_z^2\epsilon$ and $\partial_z^2\epsilon=-\partial_x^2\epsilon$. The three relations together force all three derivatives to be zero.
- With $i=k=x$, $j=y$ and $l=z$, the result is $\partial_y\partial_z\epsilon=0$. Renaming the axes removes the other mixed derivatives.

All six second derivatives of $\theta$ must vanish, so $\theta$ must be linear in the coordinates. Conversely, every linear field is allowed: turn the axes until $z$ lies along the gradient, and displacement (2) applies.

A linear profile is what steady heat conduction gives when the faces have uniform temperatures, no heat passes through the edges, the conductivity is constant and there are no heat sources. During heating or cooling, the conduction equation makes $\partial_z^2\theta$ proportional to $\partial_t\theta$. The profile is then curved wherever the temperature is still changing, and even a free plate is stressed.

As an example, the term $\Delta T(z/h)^2$ was added to the temperature of the block in (c). Its second derivative is $2\Delta T/h^2\neq0$. The same minimization then left a largest sampled stress of $1.50$ MPa. This value shows only that stress remains; it is not converged. Polynomials of higher degree raise it to about $1.64$ MPa at the same interior points, and the largest stress, including the surfaces, is about $2.3$ MPa. It belongs to that small block and is not a general plate result.

## (e) The plate is now held flat but may still expand in its plane. Find the stress away from the edges, and explain why release removes all of it.

**Answer.** A flat plate has the same in-plane strain $\varepsilon_0$ at every depth, equal along $x$ and $y$. The elastic in-plane strain is $e=\varepsilon_0-\alpha\theta(z)$. Take $\sigma_{zz}=0$, which neglects any pressure from the holder in the region considered. Equal stresses $\sigma$ along $x$ and $y$ then obey $Ee=\sigma-\nu\sigma$, so

$$\sigma(z)=\frac{E}{1-\nu}\left[\varepsilon_0-\alpha\theta_0-\alpha\Delta T\frac zh\right].$$

Free in-plane expansion means no net in-plane force, $\int_{-h/2}^{h/2}\sigma\,dz=0$. The term odd in $z$ integrates to zero, which leaves $\varepsilon_0=\alpha\theta_0$. Hence

$$\sigma(z)=-\frac{E\alpha\Delta T}{1-\nu}\,\frac zh,\qquad
\sigma\!\left(\tfrac h2\right)=-\frac{E\alpha\Delta T}{2(1-\nu)} . \tag{4}$$

The hot face is compressed because it is kept shorter than it would like to be, and the cold face is under an equal tension.

On release, the plate bends with curvature $k$ in both directions. This adds the in-plane strain $kz$ and therefore the stress $Ekz/(1-\nu)$. The total is

$$\frac{E}{1-\nu}\left(k-\frac{\alpha\Delta T}{h}\right)z ,$$

which vanishes at every depth when $k=\alpha\Delta T/h$. Bending can cancel the stress completely because both contributions are linear in $z$. It could not do so for a curved temperature profile.

## (f) A flat sheet cannot become a spherical cap without some stretching. Estimate the resulting stress in a thin disc of radius $a\gg h$, and state when it may be neglected.

**Answer.** Impose the cap $w=-\tfrac12\kappa r^2$ found above, and let $u(r)$ be the radial displacement of the mid-plane beyond its uniform thermal expansion. A radial element $dr$ acquires the length

$$\sqrt{(dr+du)^2+dw^2}\approx dr\left[1+u'+\tfrac12(w')^2\right].$$

With $w'=-\kappa r$, the radial and hoop strains are

$$\varepsilon_r=u'+\tfrac12\kappa^2r^2,\qquad \varepsilon_t=\frac ur .$$

The term in $\kappa^2$ is second order in the deflection, which is why the linear theory missed it. Eliminating $u=r\varepsilon_t$ gives

$$\varepsilon_r=(r\varepsilon_t)'+\tfrac12\kappa^2r^2. \tag{5}$$

Radial balance of a small sector requires $(r\sigma_r)'=\sigma_t$. Hooke's law for a thin sheet reads $E\varepsilon_r=\sigma_r-\nu\sigma_t$ and $E\varepsilon_t=\sigma_t-\nu\sigma_r$. Inserted in (5), these give

$$\sigma_r-\nu\sigma_t=(r\sigma_t)'-\nu(r\sigma_r)'+\tfrac12E\kappa^2r^2 .$$

By the force balance, $\nu(r\sigma_r)'=\nu\sigma_t$, so the terms with $\nu$ cancel:

$$(r\sigma_t)'-\sigma_r=-\tfrac12E\kappa^2r^2 .$$

Try $\sigma_r=A+Br^2$. The balance gives $\sigma_t=A+3Br^2$, and the left side becomes $8Br^2$. Hence $B=-E\kappa^2/16$. The one other independent solution of the homogeneous equation, $\sigma_r\propto r^{-2}$, is infinite at the centre and is excluded. The free rim, $\sigma_r(a)=0$, fixes $A=E\kappa^2a^2/16$. Thus

$$\sigma_r=\frac{E\kappa^2}{16}(a^2-r^2),\qquad \sigma_t=\frac{E\kappa^2}{16}(a^2-3r^2).$$

The centre is under tension $E\kappa^2a^2/16$. The largest magnitude is the hoop compression at the rim, $E\kappa^2a^2/8$. Let $\delta=\tfrac12\kappa a^2$ be the rise of the centre above the rim. Since $\alpha\Delta T=\kappa h$, dividing by the magnitude of the face stress in (4) gives

$$\frac{E\kappa^2a^2/8}{E\kappa h/[2(1-\nu)]}=\frac{(1-\nu)\kappa a^2}{4h}=\frac{1-\nu}{2}\,\frac{\delta}{h}. \tag{6}$$

With constant $\alpha$ and a linear temperature profile, the plate may be called stress-free when $\delta\ll h$. A small slope is not enough: at a fixed curvature the rise grows as $a^2$, so a sufficiently wide plate leaves this regime.

The imposed shape is itself an approximation, since the disc can save stretching energy by bending a little less. If its curvature changes by $\Delta\kappa$, the bending energy is of order $Eh^3a^2(\Delta\kappa)^2$, while the stretching energy is of order $Eh\kappa^4a^6$. Balancing their derivatives with respect to curvature gives $|\Delta\kappa|/\kappa\sim(\kappa a^2/h)^2\sim(\delta/h)^2$. The correction is small when $\delta\ll h$. When $\delta$ is comparable with $h$, neither the linear curvature nor (6) is reliable: for $\nu=0.25$ the actual rise is about 6% below the linear value at $\delta=h/2$ and about 17% below it at $\delta=h$. At a linear $\delta$ of roughly $3h$ the disc gives up the spherical shape and bends more in one direction than in the other.

## (g) Evaluate the results for $E=100$ GPa, $\nu=0.25$, $\alpha=1.0\times10^{-5}\ \mathrm{K^{-1}}$, $h=1.0$ mm, $\Delta T=10$ K, $\theta_0=5$ K and $a=10$ mm.

**Answer.** These are round model parameters. The faces differ in thermal strain by $\alpha\Delta T=1.0\times10^{-4}$, so

$$\kappa=\frac{1.0\times10^{-4}}{1.0\times10^{-3}\ \mathrm m}=0.10\ \mathrm{m^{-1}},\qquad \frac1\kappa=10\ \mathrm m .$$

The rise of the disc is

$$\delta=\tfrac12(0.10\ \mathrm{m^{-1}})(0.010\ \mathrm m)^2=5.0\times10^{-6}\ \mathrm m ,$$

or 5.0 micrometres. This is $0.0050$ of the thickness, well inside the linear regime. Held flat, the disc would carry at its hot face

$$\sigma=-\frac{(100\ \mathrm{GPa})(1.0\times10^{-4})}{2(0.75)}=-6.7\ \mathrm{MPa}.$$

When it is free, the estimate in (f) leaves $+0.0063$ MPa at the centre and a hoop stress of $-0.0125$ MPa at the rim. By (6) the rim value is $0.375\times0.0050\approx0.0019$ of the held-flat stress. Freedom to bend thus lowers the largest stress by a factor of about 500 in this model, with its constant $\alpha$ and exactly linear profile. The full set of values is in the numerical output.

**Comparison with real plates.** The chosen $E$, $\nu$ and $\alpha$ are of the usual size for metals; silicon expands several times less, and its curvature at the same $\Delta T$ and $h$ is smaller in proportion. The gradient of 10 K per millimetre is strong for a good conductor: with a conductivity of roughly $100\ \mathrm{W\,m^{-1}K^{-1}}$ it needs a heat flux of about $10^6\ \mathrm{W\,m^{-2}}$. In a real plate $\alpha$ and the conductivity $k$ vary with temperature, so the thermal strain gains a term $\tfrac12\alpha\beta\,\Delta T^2(z/h)^2$, with $\beta=\alpha'/\alpha-k'/k$ and primes denoting temperature derivatives. Bending cannot cancel this term. It leaves a face stress of about $|\beta|\Delta T/6$ of the held-flat value. Near room temperature and for $\Delta T=10$ K this is of order $0.001$ for metals, comparable with (6). For silicon it is about $0.01$, far above the $0.0005$ that (6) gives, so there the reduction is nearer 100 than 500. The result also depends on the free mounting. A holder that keeps this plate flat brings the face stress from nearly zero to 6.7 MPa. If it also prevents in-plane expansion, then $\varepsilon_0=0$ in (e), and the hot face carries $-E\alpha(\theta_0+\Delta T/2)/(1-\nu)$. Here $\theta_0=\Delta T/2$, so this is twice the previous value, about $-13$ MPa.

## Numbers as computed

```
INPUTS (round model parameters)
Young's modulus E = 100 GPa
Poisson's ratio nu = 0.25
expansion coefficient alpha = 1.0e-05 1/K
thickness h = 1.0 mm
temperature drop dT = 10.0 K
mid-plane temperature excess theta0 = 5.0 K
disc radius a = 10.0 mm
BENDING
strain difference alpha*dT = 1.00e-04
curvature alpha*dT/h = 0.1000 1/m
bending radius = 10.000 m
rise of disc centre over rim = 5.000 micrometre
rise / thickness = 0.0050
FREE BLOCK, 3D ENERGY MINIMIZATION
block sides / h = 2.0, 1.6, 1.0
highest polynomial degree = 4
curvature along x = 0.100000 1/m
curvature along y = 0.100000 1/m
largest stress / held-flat stress = 7.4e-15
same block with extra term dT*(z/h)^2:
largest sampled stress = 1.50 MPa
independent compatibility conditions = 6
COMPARISON AND LIMIT
hot-face stress if held flat = -6.667 MPa
disc leftover stress, centre = 0.00625 MPa
disc leftover hoop stress, rim = -0.01250 MPa
rim leftover / held-flat stress = 0.001875
```
